**Same winding, opposite toroidal moment: a test on polar vortices**

The program tests that clockwise and counterclockwise polar vortices both have winding number w = +1, while their toroidal moments per volume G are opposite. Here w counts the turns of the in-plane polarization along a counterclockwise loop, and G is the volume average of (xPy − yPx)/2 about the disc centre. For a disc of radius 8 nm with Ps = 70 µC/cm², the output shows G = ±186.51 nm µC/cm² and w = +1 for both vortices. The program asserts that quadrature over the disc agrees with the closed formula for G, and that w equals the sign of the Jacobian determinant for 196 random linear fields, each taken with both signs. It also asserts that a loop around a clockwise–counterclockwise pair gives +2, and that the periodic array has total winding zero. Gradient fields are found not to couple linearly to the ideal vortex, whereas a field with curl separates the two circulations. Closure domains, a shifted core and thermal noise are sized for the same disc. With single-cell noise, a loop gives w = +1 in about 99% of the samples, and in all of them after 2 × 2 averaging.

## Verification by program

```python
"""
Result under test: clockwise (CW) and counterclockwise (CCW) polar vortices both
have winding number w = +1, while their toroidal moments G are opposite.
  w = (1/2 pi) * closed integral of d(theta), theta = angle of (Px, Py),
      with the loop traversed counterclockwise
  G = (1/2V) * integral of (x Py - y Px) dV, origin at the disc centre
Textures: theta = m*phi + alpha, |P| = Ps*min(r/a, 1), in a disc of radius R and
height h. CCW: m=1, alpha=+90 deg. CW: m=1, alpha=-90 deg. Antivortex: m=-1.
Lengths in nm, polarization in uC/cm2 unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const

Ps, R, h, a = 70.0, 8.0, 4.0, 1.2
cell, temperature, chi = 0.4, 300.0, 100.0
core_shift = 2.0
wave_frequency, wave_field = 1e12, 1e8      # Hz, V/m
pi = np.pi


def turns(px, py):
    """Sum of smallest signed rotations along the last axis, in full turns."""
    z = px + 1j * py
    return np.angle(np.roll(z, -1, axis=-1) * np.conj(z)).sum(axis=-1) / (2 * pi)


def winding(field, centre=(0.0, 0.0), radii=(5.0, 5.0), sense=1, n=720):
    t = sense * 2 * pi * np.arange(n) / n
    return turns(*field(centre[0] + radii[0] * np.cos(t),
                        centre[1] + radii[1] * np.sin(t)))


def texture(alpha, m=1, x0=0.0, y0=0.0):
    def field(x, y):
        r, phi = np.hypot(x - x0, y - y0), np.arctan2(y - y0, x - x0)
        size = Ps * np.minimum(r / a, 1.0)
        return size * np.cos(m * phi + alpha), size * np.sin(m * phi + alpha)
    return field


# Midpoint quadrature over the disc
r_mid = (np.arange(800) + 0.5) * R / 800
phi_mid = (np.arange(360) + 0.5) * 2 * pi / 360
rr, pp = np.meshgrid(r_mid, phi_mid, indexing="ij")
X, Y = rr * np.cos(pp), rr * np.sin(pp)


def disc_mean(values):
    return np.sum(values * rr) / np.sum(rr)


def toroidal(field, origin=(0.0, 0.0)):
    px, py = field(X, Y)
    return 0.5 * disc_mean((X - origin[0]) * py - (Y - origin[1]) * px)


def near(value, target, tol=1e-8):
    return abs(value - target) < tol


ccw, cw = texture(pi / 2), texture(-pi / 2)
radial, anti = texture(0.0), texture(pi / 2, m=-1)
G_formula = Ps * (R / 3 - a**3 / (12 * R**2))

# Winding and toroidal moment of the basic textures
w_ccw, w_cw, w_rad, w_anti = [winding(f) for f in (ccw, cw, radial, anti)]
G_ccw, G_cw, G_rad, G_anti = [toroidal(f) for f in (ccw, cw, radial, anti)]
assert near(w_ccw, 1) and near(w_cw, 1) and near(w_rad, 1) and near(w_anti, -1)
assert near(G_ccw, G_formula, 1e-3) and near(G_cw, -G_formula, 1e-3)
assert near(G_rad, 0) and near(G_anti, 0)
assert near(toroidal(cw, origin=(3.0, -2.0)), G_cw)

# Following the arrows reverses the loop for the CW vortex
w_arrows = winding(cw, sense=-1)
assert near(w_arrows, -1)

# Mirror and one-component reversal, on an off-centre vortex
off = texture(pi / 2, x0=1.0, y0=2.0)


def mirrored(x, y):
    px, py = off(-x, y)
    return -px, py


def one_component_reversed(x, y):
    px, py = off(x, y)
    return -px, py


assert near(winding(off), 1) and near(winding(mirrored), 1)
assert near(toroidal(mirrored), -toroidal(off), 1e-6)
assert near(winding(one_component_reversed), -1)

# Near a simple zero the winding is the sign of the Jacobian determinant
rng = np.random.default_rng(7)
tested = 0
for J in rng.normal(size=(200, 2, 2)):
    det = np.linalg.det(J)
    if abs(det) < 0.02 * np.sum(J**2):
        continue                            # nearly singular: loop too coarse
    for sign in (1, -1):
        w = winding(lambda x, y: (sign * (J[0, 0] * x + J[0, 1] * y),
                                  sign * (J[1, 0] * x + J[1, 1] * y)), n=4000)
        assert near(w, np.sign(det))
    tested += 1
assert tested > 100

# Rotation path from CCW to CW
path = []
for degrees in (90, 45, 0, -45, -90):
    f = texture(np.radians(degrees))
    path.append((degrees, winding(f), toroidal(f)))
    assert near(path[-1][1], 1)
    assert near(path[-1][2], G_formula * np.sin(np.radians(degrees)), 1e-3)


# Bound charge from a finite-difference divergence
def divergence(field, d=1e-4):
    return ((field(X + d, Y)[0] - field(X - d, Y)[0])
            + (field(X, Y + d)[1] - field(X, Y - d)[1])) / (2 * d)


volume = pi * R**2 * h
to_e = 1e-20 / const.e                      # uC/cm2 * nm2 in elementary charges
charge_radial = -volume * disc_mean(divergence(radial)) * to_e
charge_formula = -2 * pi * R * h * Ps * to_e
assert near(charge_radial / charge_formula, 1, 1e-4)
assert np.max(np.abs(divergence(ccw))) < 1e-3 * Ps / R


# A wall with in-plane rotation: toroidal moment without winding
def wall(x, y):
    return -Ps * np.tanh(y), Ps / np.cosh(y)   # wall width parameter 1 nm


w_wall, G_wall = winding(wall), toroidal(wall)
assert near(w_wall, 0) and G_wall > 0.1 * Ps * R


# Periodic array from the stream function sin x sin y
def array(x, y):
    return np.sin(x) * np.cos(y), -np.cos(x) * np.sin(y)


N = 40
grid = (np.arange(N) + 0.3) * 2 * pi / N
ax, ay = array(*np.meshgrid(grid, grid, indexing="ij"))


def corners(f):
    fx = np.roll(f, -1, axis=0)
    return np.stack([f, fx, np.roll(fx, -1, axis=1), np.roll(f, -1, axis=1)], -1)


cx, cy = corners(ax), corners(ay)
w_map = np.rint(turns(cx, cy)).astype(int)
circulation = (cx[..., 0] + cx[..., 1] + cy[..., 1] + cy[..., 2]
               - cx[..., 2] - cx[..., 3] - cy[..., 3] - cy[..., 0])
n_ccw = int(np.sum((w_map == 1) & (circulation > 0)))
n_cw = int(np.sum((w_map == 1) & (circulation < 0)))
n_anti = int(np.sum(w_map == -1))
assert (n_ccw, n_cw, n_anti, int(w_map.sum())) == (2, 2, 4, 0)
w_pair = winding(array, (pi, pi / 2), (2.2, 1.3))
w_mixed = winding(array, (pi / 4, pi / 4), (1.6, 1.6))
assert near(w_pair, 2) and near(w_mixed, 0)


# Linear coupling to electric fields: minus the mean of P.E
def coupling(field, ex, ey):
    px, py = field(X, Y)
    return -disc_mean(px * ex + py * ey)


grad_x = np.exp(X / 5) * np.cos(Y / 3) / 5
grad_y = -np.exp(X / 5) * np.sin(Y / 3) / 3
assert near(coupling(ccw, grad_x, grad_y), 0, 1e-6)
assert near(coupling(ccw, Y, X), 0, 1e-6)
assert abs(coupling(anti, Y, X)) > 0.1 * Ps * R
# The shear field (-y, 0) has unit curl along z
assert near(coupling(ccw, -Y, 0 * X), -G_formula, 1e-3)
assert near(coupling(cw, -Y, 0 * X), G_formula, 1e-3)
curl_E = 2 * pi * wave_frequency * wave_field / const.c
G_si = G_formula * 1e-11                    # C/m
splitting_meV = 2 * volume * 1e-27 * curl_E * G_si / const.e * 1e3
kT_meV = const.k * temperature / const.e * 1e3


# Neglected effect: anisotropy giving four 90-degree closure domains
def closure(c):
    def field(x, y):
        size = Ps * np.minimum(np.hypot(x, y) / a, 1.0)
        ang = pi / 2 * (np.floor(np.arctan2(y, x) / (pi / 2) + 0.5) + c)
        return size * np.cos(ang), size * np.sin(ang)
    return field


w_closure = [winding(closure(c)) for c in (1, -1)]
closure_ratio = toroidal(closure(1)) / G_ccw
assert near(w_closure[0], 1) and near(w_closure[1], 1)
assert near(closure_ratio, 2 * np.sqrt(2) / pi, 1e-3)
assert near(toroidal(closure(-1)), -toroidal(closure(1)), 1e-6)

# Neglected effect: shifted core
shifted = [texture(s * pi / 2, x0=core_shift) for s in (1, -1)]
w_shifted = [winding(f) for f in shifted]
shift_ratio = toroidal(shifted[0]) / G_ccw
assert near(w_shifted[0], 1) and near(w_shifted[1], 1)
assert near(toroidal(shifted[1]), -toroidal(shifted[0]), 1e-6)
assert 0 < shift_ratio < 1

# Neglected effect: out-of-plane core that keeps |P| = Ps
px, py = ccw(X, Y)
mean_Pz = disc_mean(np.sqrt(np.maximum(Ps**2 - px**2 - py**2, 0)))
assert near(mean_Pz / (2 * Ps * a**2 / (3 * R**2)), 1, 1e-2)

# Neglected effect: thermal noise, one layer of independent unit cells
sigma = 100 * np.sqrt(const.k * temperature * const.epsilon_0 * chi
                      / (cell * 1e-9)**3)
sites = (np.arange(40) - 19.5) * cell
SX, SY = np.meshgrid(sites, sites, indexing="ij")
inside = np.hypot(SX, SY) < R


def square_loop(lo, hi):
    k = np.arange(lo, hi)
    back = np.arange(hi, lo, -1)
    ix = np.concatenate([k, np.full(hi - lo, hi), back, np.full(hi - lo, lo)])
    iy = np.concatenate([np.full(hi - lo, lo), k, np.full(hi - lo, hi), back])
    return ix, iy


draws = 1000
kept_cells, kept_blocks, G_noisy, G_scatter = [], [], [], []
for f in (ccw, cw):
    nx, ny = [p + sigma * rng.normal(size=(draws, 40, 40)) for p in f(SX, SY)]
    ix, iy = square_loop(10, 29)
    kept_cells.append(np.mean(np.abs(turns(nx[:, ix, iy], ny[:, ix, iy]) - 1) < 1e-6))
    bx, by = [p.reshape(draws, 20, 2, 20, 2).mean(axis=(2, 4)) for p in (nx, ny)]
    ix, iy = square_loop(5, 14)
    kept_blocks.append(np.mean(np.abs(turns(bx[:, ix, iy], by[:, ix, iy]) - 1) < 1e-6))
    g = 0.5 * (SX * ny - SY * nx)[:, inside].mean(axis=1)
    G_noisy.append(g.mean())
    G_scatter.append(g.std())
assert min(kept_cells) > 0.9 and min(kept_blocks) == 1.0
assert near(G_noisy[0] / G_formula, 1, 0.015)   # finite lattice in a round disc
assert near(G_noisy[1] / G_formula, -1, 0.015)


def whole(w):
    return f"{int(round(float(w))):+d}"


def num(v, digits=2):
    return f"{round(float(v), digits) + 0.0:.{digits}f}"


print(f"Input: Ps = {Ps} uC/cm2, R = {R} nm, h = {h} nm, core a = {a} nm")
print(f"Input: cell = {cell} nm, T = {temperature} K, susceptibility = {chi}")
for name, w, g in (("CCW vortex", w_ccw, G_ccw), ("CW vortex", w_cw, G_cw),
                   ("radial", w_rad, G_rad), ("antivortex", w_anti, G_anti),
                   ("wall, width 1 nm", w_wall, G_wall)):
    print(f"{name}: w = {whole(w)}, G = {num(g)} nm uC/cm2")
print(f"|G| from closed formula = {num(G_formula)} nm uC/cm2")
print(f"|G| converted = {num(G_si / const.e * 1e-9)} e/nm")
print(f"CW vortex, loop followed along the arrows: {whole(w_arrows)}")
print(f"Random Jacobians tested, each with both signs: {tested}")
for degrees, w, g in path:
    print(f"Path alpha = {degrees} deg: w = {whole(w)}, G = {num(g)} nm uC/cm2")
print(f"Volume bound charge, radial texture = {num(charge_radial, 0)} e")
print(f"Array cell: CCW = {n_ccw}, CW = {n_cw}, antivortices = {n_anti}")
print(f"Array cell: total winding = {int(w_map.sum())}")
print(f"Loop around one CCW and one CW vortex: {whole(w_pair)}")
print(f"Loop around one vortex and one antivortex: {whole(w_mixed)}")
print(f"Wave: {wave_frequency / 1e12} THz, peak {wave_field / 1e8} MV/cm")
print(f"Peak curl of E = {curl_E:.3e} V/m2")
print(f"CCW-CW splitting at the peak = {num(splitting_meV)} meV")
print(f"kT = {num(kT_meV)} meV")
print(f"Closure domains: w = {whole(w_closure[0])} and {whole(w_closure[1])}")
print(f"Closure domains: G / G(round vortex) = {num(closure_ratio, 4)}")
print(f"Core shifted by {core_shift} nm: w = {whole(w_shifted[0])} and "
      f"{whole(w_shifted[1])}")
print(f"Shifted core: G / G(centred) = {num(shift_ratio, 4)}")
print(f"Out-of-plane core: mean Pz = {num(mean_Pz)} uC/cm2")
print(f"Thermal noise per cell and component = {num(sigma, 1)} uC/cm2")
print(f"Noisy draws per vortex = {draws}")
for name, k1, k2, g, s in zip(("CCW", "CW"), kept_cells, kept_blocks,
                              G_noisy, G_scatter):
    print(f"{name} with noise: w = +1 in {100 * k1:.1f} % (single cells)")
    print(f"{name} with noise: w = +1 in {100 * k2:.1f} % (2x2 averages)")
    print(f"{name} with noise: G = {num(g)}, scatter {num(s)} nm uC/cm2")
print("all assertions hold")
```

Output:

```
Input: Ps = 70.0 uC/cm2, R = 8.0 nm, h = 4.0 nm, core a = 1.2 nm
Input: cell = 0.4 nm, T = 300.0 K, susceptibility = 100.0
CCW vortex: w = +1, G = 186.51 nm uC/cm2
CW vortex: w = +1, G = -186.51 nm uC/cm2
radial: w = +1, G = 0.00 nm uC/cm2
antivortex: w = -1, G = 0.00 nm uC/cm2
wall, width 1 nm: w = +0, G = 116.58 nm uC/cm2
|G| from closed formula = 186.51 nm uC/cm2
|G| converted = 11.64 e/nm
CW vortex, loop followed along the arrows: -1
Random Jacobians tested, each with both signs: 196
Path alpha = 90 deg: w = +1, G = 186.51 nm uC/cm2
Path alpha = 45 deg: w = +1, G = 131.88 nm uC/cm2
Path alpha = 0 deg: w = +1, G = 0.00 nm uC/cm2
Path alpha = -45 deg: w = +1, G = -131.88 nm uC/cm2
Path alpha = -90 deg: w = +1, G = -186.51 nm uC/cm2
Volume bound charge, radial texture = -878 e
Array cell: CCW = 2, CW = 2, antivortices = 4
Array cell: total winding = 0
Loop around one CCW and one CW vortex: +2
Loop around one vortex and one antivortex: +0
Wave: 1.0 THz, peak 1.0 MV/cm
Peak curl of E = 2.096e+12 V/m2
CCW-CW splitting at the peak = 39.24 meV
kT = 25.85 meV
Closure domains: w = +1 and +1
Closure domains: G / G(round vortex) = 0.9003
Core shifted by 2.0 nm: w = +1 and +1
Shifted core: G / G(centred) = 0.9536
Out-of-plane core: mean Pz = 1.05 uC/cm2
Thermal noise per cell and component = 23.9 uC/cm2
Noisy draws per vortex = 1000
CCW with noise: w = +1 in 98.8 % (single cells)
CCW with noise: w = +1 in 100.0 % (2x2 averages)
CCW with noise: G = 187.07, scatter 1.98 nm uC/cm2
CW with noise: w = +1 in 99.3 % (single cells)
CW with noise: w = +1 in 100.0 % (2x2 averages)
CW with noise: G = -187.07, scatter 1.87 nm uC/cm2
all assertions hold
```
